\section*{Force noise and the best displacement for a frozen-phonon frequency}

\section*{Question}

In a frozen-phonon calculation an atom is moved a small distance from equilibrium, the force on it is computed, and the force constant is read from force divided by displacement. The computed force carries some numerical noise. How large an error does this noise cause in the frequency, how does the error depend on the displacement, and which displacement should be chosen, given that a large one leaves the harmonic range?

\section*{Answer}

\subsection*{What is being estimated}

Let one atom of mass $m$ move along a line, with displacement $u$ from equilibrium and all other atoms held fixed. Near equilibrium the true force is
\begin{equation}
F(u)=-ku-cu^2-bu^3-\dots,\qquad k>0 .
\label{eq:force}
\end{equation}
Since $F=-dV/du$, the energy is $V=\tfrac12ku^2+\tfrac13cu^3+\tfrac14bu^4+\dots$ The coefficient $c$ thus belongs to the cubic term of the energy and $b$ to the quartic term. The wanted quantity is the harmonic frequency $\omega=\sqrt{k/m}$. With the other atoms held fixed, this is the frequency of one atom in a rigid cage (an Einstein frequency), which in general is not a phonon frequency of the crystal.

The same algebra covers a phonon whose displacement pattern is known, for instance from symmetry. If atom $i$ moves by $u\,\mathbf e_i$, then $F=\sum_i\mathbf e_i\cdot\mathbf F_i$ is again $-dV/du$, and the kinetic energy $\tfrac12\sum_i m_i|\mathbf e_i|^2\dot u^2$ shows that $m$ is replaced by $\sum_i m_i|\mathbf e_i|^2$. The noise that matters is then the noise of the projected force $F$.

An error $\delta k$ in the force constant changes the frequency by the factor
\begin{equation}
\sqrt{1+\frac{\delta k}{k}}=1+\frac{\delta k}{2k}-\frac18\left(\frac{\delta k}{k}\right)^2+\dots
\quad\Rightarrow\quad
\frac{\delta\omega}{\omega}\approx\frac{\delta k}{2k}.
\label{eq:root}
\end{equation}
The square root halves the relative error, provided $|\delta k|\ll k$.

\subsection*{The two errors of a displacement pair}

Suppose that forces are computed at $+u$ and $-u$, with errors $e_+$ and $e_-$, each no larger than $\delta F$ in magnitude. The central difference gives the estimate
\begin{equation}
K(u)=-\frac{[F(u)+e_+]-[F(-u)+e_-]}{2u}.
\end{equation}
From \eqref{eq:force}, $F(u)-F(-u)=-2ku-2bu^3-\dots$, because the even term $cu^2$ is the same on both sides and drops out. Hence
\begin{equation}
K(u)=k+bu^2-\frac{e_+-e_-}{2u}+\dots
\label{eq:K}
\end{equation}
The difference $e_+-e_-$ is at most $2\delta F$ in magnitude, so the noise changes $K$ by at most $\delta F/u$. To first order in $\delta k/k$, \eqref{eq:root} then limits the error from noise alone to
\begin{equation}
\left|\frac{\delta\omega}{\omega}\right|_{\rm noise}\le\frac{\delta F}{2ku}.
\label{eq:noise}
\end{equation}
Here $ku$ is the harmonic restoring force. To this order, the relative frequency error from noise is at most half the ratio of force noise to restoring force, and a larger displacement lowers this bound.

The term $bu^2$ in \eqref{eq:K} acts in the opposite way. It gives a relative error $bu^2/(2k)$, an overestimate if $b>0$ and an underestimate if $b<0$. This is an error in extracting the harmonic $k$ from a finite displacement. It is not the frequency shift that a real anharmonic vibration has at a given temperature.

The two errors may partly cancel, but the signs of $e_\pm$ are unknown. In the worst case they add:
\begin{equation}
E(u)=\frac{1}{2k}\left(\frac{\delta F}{u}+|b|u^2\right).
\label{eq:E}
\end{equation}

\subsection*{The optimal amplitude}

For $b\neq0$ the first term of \eqref{eq:E} diverges at small $u$ and the second grows at large $u$, so there is a minimum between them. Differentiation gives
\begin{equation}
\frac{dE}{du}=\frac1{2k}\left(-\frac{\delta F}{u^2}+2|b|u\right)=0
\quad\Rightarrow\quad
u_*=\left(\frac{\delta F}{2|b|}\right)^{1/3}.
\label{eq:ustar}
\end{equation}
The second derivative, $(2\delta F/u^3+2|b|)/(2k)$, is positive, so this is the minimum. At $u_*$ we have $|b|u_*^3=\delta F/2$, and therefore $|b|u_*^2=\delta F/(2u_*)$. Inserting this in \eqref{eq:E},
\begin{equation}
E_*=\frac1{2k}\left(\frac{\delta F}{u_*}+\frac{\delta F}{2u_*}\right)=\frac{3\,\delta F}{4ku_*}.
\label{eq:Estar}
\end{equation}
Two thirds of the least error come from noise and one third from anharmonicity. The condition $|b|u_*^3=\delta F/2$ also has a direct meaning: the atom should be moved until the term $bu^3$ of the force is half as large as the noise. The term $cu^2$, which cancels in the pair, does not enter this condition and may be larger than the noise.

\subsection*{How the result scales}

Substituting \eqref{eq:ustar} in \eqref{eq:Estar} gives
\begin{equation}
E_*=\frac{3}{4k}\,(2|b|)^{1/3}\,\delta F^{2/3}.
\end{equation}
At fixed $k$ and $b$, tenfold smaller noise reduces the best amplitude by $10^{1/3}\approx2.15$ and the least error by $10^{2/3}\approx4.64$. The gain is less than tenfold because the amplitude must shrink too.

The amplitude $u_*$ does not contain $k$, whereas $E_*$ is proportional to $1/k$. For equal $m$, $b$ and $\delta F$, a mode of half the frequency has a quarter of the force constant and hence four times the relative error. For very soft modes the estimate breaks down, since \eqref{eq:root} needs $\delta k\ll k$. The quantity to quote is then the uncertainty of the force constant itself, at most $2kE_*=3\delta F/(2u_*)$ at the optimum. If the estimated force constant is no larger than this in magnitude, even the sign of $k$, and with it the stability of the structure against this displacement, may be undecided.

To see how carefully $u$ must be chosen, set $x=u/u_*$. With $|b|u_*^2=\delta F/(2u_*)$,
\begin{equation}
\frac{E}{E_*}=\frac{\dfrac{\delta F}{u_*}\left(\dfrac1x+\dfrac{x^2}{2}\right)}{\dfrac{3\,\delta F}{2u_*}}
=\frac13\left(\frac2x+x^2\right).
\label{eq:flat}
\end{equation}
Doubling the best amplitude raises the error by $5/3$, and halving it raises the error by $17/12$. Close to the minimum the second derivative of \eqref{eq:flat} is $(4+2)/3=2$, so $E/E_*\approx1+(x-1)^2$: a 10\,\% misjudgement of $u_*$ costs about 1\,\% of the error.

\subsection*{Numbers for a model site}

Take an atom of mass 20\,u between two fixed neighbours, each bound to it by a Morse spring at its rest length. One spring, stretched by $x$, has the energy
\begin{equation}
\phi(x)=D(1-e^{-ax})^2=D(1-2e^{-ax}+e^{-2ax}).
\end{equation}
For $n\ge1$ the coefficient of $x^n$ is $D(-a)^n(2^n-2)/n!$. When the atom moves by $u$, one spring is stretched and the other compressed. The odd powers cancel in the sum:
\begin{equation}
V=\phi(u)+\phi(-u)=2D\left(a^2u^2+\frac{7}{12}a^4u^4+\frac{31}{360}a^6u^6+\dots\right).
\end{equation}
Taking $F=-dV/du$ and comparing with \eqref{eq:force},
\begin{equation}
k=4Da^2,\qquad c=0,\qquad b=\frac{14}{3}Da^4,
\end{equation}
and the next term of the force is $-du^5$ with $d=\tfrac{31}{30}Da^6$.

With $D=1$\,eV and $a=1.5$\,\AA$^{-1}$, $k=4\times2.25=9.0$\,eV/\AA$^2$ and $b=\tfrac{14}{3}\times5.0625=23.6$\,eV/\AA$^4$. The harmonic frequency is 10.49\,THz (349.8\,cm$^{-1}$). For a force noise $\delta F=1$\,meV/\AA, the two parts of \eqref{eq:E}, relative to the harmonic frequency, are:
\begin{center}
\begin{tabular}{cccc}
$u$ (\AA) & noise (\%) & anharmonic (\%) & sum (\%)\\
0.005 & 1.11 & 0.003 & 1.11\\
0.010 & 0.56 & 0.013 & 0.57\\
0.020 & 0.28 & 0.053 & 0.33\\
0.030 & 0.19 & 0.118 & 0.30\\
0.050 & 0.11 & 0.328 & 0.44\\
0.100 & 0.06 & 1.313 & 1.37
\end{tabular}
\end{center}
Each doubling of $u$ halves the second column and multiplies the third by four. The optimum is
\begin{equation}
u_*=\left(\frac{0.001}{2\times23.625}\right)^{1/3}\text{\AA}=0.0277\ \text{\AA},
\qquad
E_*=\frac{3\times0.001}{4\times9.0\times0.02766}=0.30\,\%,
\end{equation}
made up of 0.20\,\% from noise and 0.10\,\% from anharmonicity. The worst-case frequency error is 0.032\,THz (1.05\,cm$^{-1}$). The restoring force at this displacement is 249\,meV/\AA; half the ratio $1/249$ is 0.20\,\%, as \eqref{eq:noise} requires. The amplitude 0.0277\,\AA\ belongs to this site and this pattern. In a chain of such atoms and springs, the zone-edge phonon moves neighbours in opposite directions, so each spring changes by $2u$. Per pair of atoms, $k$ becomes $4k$, $b$ becomes $16b$, $m$ becomes $2m$ and the worst-case noise becomes $2\delta F$. The frequency is then $\sqrt2$ times higher (14.83\,THz), $u_*$ is halved (0.0138\,\AA) and $E_*$ is unchanged.

These values were tested against the full Morse force, the unexpanded square root and all extreme combinations of $e_+$ and $e_-$, as the numerical output shows. Minimizing that worst case numerically gives 0.3009\,\%, against 0.3013\,\% from \eqref{eq:Estar}. The small difference comes from the quadratic term in \eqref{eq:root}: with $\delta k/k=0.0060$ it lowers the result by $0.0060^2/8$, or 0.0005\,\%. The neglected force term matters even less, since $du_*^2/b=\tfrac{31}{140}(au_*)^2\approx0.0004$. This ratio is what must be small for \eqref{eq:ustar} to hold. If $b$ happens to be very small, the next term sets the limit instead.

\subsection*{If the noise is random}

The bound \eqref{eq:E} assumes the worst signs. Suppose instead that $e_+$ and $e_-$ are independent, with zero mean and standard deviation $\sigma$. The variance of $(e_+-e_-)/(2u)$ is $2\sigma^2/(4u^2)=\sigma^2/(2u^2)$. Its product with the fixed error $bu^2$ averages to zero, so the mean-square relative error is
\begin{equation}
\left\langle\left(\frac{\delta\omega}{\omega}\right)^2\right\rangle=\frac{1}{4k^2}\left(\frac{\sigma^2}{2u^2}+b^2u^4\right).
\end{equation}
Setting the derivative of the bracket to zero, $-\sigma^2/u^3+4b^2u^3=0$, gives
\begin{equation}
u=\left(\frac{\sigma}{2|b|}\right)^{1/3}.
\end{equation}
This is \eqref{eq:ustar} with $\sigma$ in place of $\delta F$. There $b^2u^4=\sigma^2/(4u^2)$, the bracket equals $3\sigma^2/(4u^2)$, and the root-mean-square error is $\sqrt3\,\sigma/(4ku)$, smaller than the worst case by $\sqrt3$. For $\sigma=1$\,meV/\AA\ in the model this is 0.174\,\%, and random sampling gives the same value.

Independence cannot be taken for granted. At a site where $+u$ and $-u$ are mirror images, two runs that are mirror images in every numerical detail give $e_-=-e_+$. The second run then adds no information, and the error $e_+/u$ in $K$ remains in full.

\subsection*{A single displacement without symmetry}

If the force is computed at $+u$ alone and the force at $u=0$ is taken as zero, the estimate is
\begin{equation}
K_1(u)=-\frac{F(u)+e_+}{u}=k+cu+bu^2-\frac{e_+}{u}+\dots
\end{equation}
When symmetry makes $c$ vanish, the bound \eqref{eq:E} applies unchanged. Otherwise the leading anharmonic error is linear in $u$ and comes from the cubic energy term:
\begin{equation}
E_1(u)=\frac1{2k}\left(\frac{\delta F}{u}+|c|u\right).
\end{equation}
The condition $-\delta F/u^2+|c|=0$ gives $u_1=\sqrt{\delta F/|c|}$. Both terms are then equal, and the least error is $\delta F/(ku_1)=\sqrt{\delta F|c|}/k$. It falls only as the square root of the noise.

Unequal springs give an example. With $a_1=1.5$ and $a_2=1.0$\,\AA$^{-1}$ and the same $D$, the energy $\phi_1(u)+\phi_2(-u)$ has
\begin{align}
k&=2D(a_1^2+a_2^2)=6.5\ \text{eV/\AA}^2,\\
c&=-3D(a_1^3-a_2^3)=-7.125\ \text{eV/\AA}^3,\\
b&=\tfrac73D(a_1^4+a_2^4)=14.15\ \text{eV/\AA}^4.
\end{align}
For $\delta F=1$\,meV/\AA, a single displacement is best at $u_1=\sqrt{0.001/7.125}=0.0118$\,\AA, with a worst-case error of 1.30\,\%. The pair is best at 0.0328\,\AA, with 0.35\,\%. The second force calculation reduces the error bound by a factor of 3.7. Using the pair's amplitude for a single displacement would be worse still: the cubic part alone would be $7.125\times0.0328/(2\times6.5)=1.8\,\%$.

The numerical minimum for the single displacement lies at 0.0121\,\AA, about 2\,\% above $u_1$. The term $bu^2$, whose sign is opposite to that of $cu$ here, explains this. It changes the condition to $u^2(|c|-2bu)=\delta F$, which raises $u$ by the fraction $bu_1/|c|=0.024$.

\subsection*{Systematic errors of the force}

The search for the optimum treats $\delta F$ as a bound that does not depend on the displacement. This suits errors that vary irregularly from run to run. A self-consistency cycle stopped too early can cause such errors, but not all of the resulting error need be of this kind. If all runs start and stop in the same way, the error can change smoothly with $u$ and, at a symmetric site, grow roughly in proportion to it. A larger amplitude does not remove such an error. Repeating the calculation with a stricter convergence criterion at two or more displacements shows how large the error is and whether it grows with $u$. Two simple cases show when the amplitude matters.

A constant offset, $e_+=e_-$, cancels in \eqref{eq:K}. With a single displacement it does not: an offset of 1\,meV/\AA\ at $u=0.01$\,\AA\ shifts the frequency of the symmetric site by $-0.56\,\%$. This shift falls roughly as $1/u$, so a larger amplitude reduces it.

An error proportional to the force itself, $F\to(1+\varepsilon)F$, multiplies $K$ by $1+\varepsilon$ and the frequency by $\sqrt{1+\varepsilon}\approx1+\varepsilon/2$, whatever the value of $u$. A basis or a $\mathbf k$-point mesh that gives a wrong curvature of the energy has this effect as long as $|b|u^2\ll k$ (it need not change $b$ by the same factor as $k$), provided that it leaves the equilibrium position unchanged, as at a symmetric site. Elsewhere $u$ must be counted from the equilibrium found with the same basis and mesh. For $\varepsilon=0.01$ the shift is 0.50\,\% at both 0.01 and 0.05\,\AA, which is more than the whole optimized error of 0.30\,\%. Such an error has to be found by improving the basis and the mesh.

\subsection*{Finding the quartic coefficient}

The optimum requires $b$, which is not known beforehand. Two deliberately large amplitudes supply it. Without noise, \eqref{eq:K} gives
\begin{equation}
K(2u)-K(u)=b(4u^2-u^2)=3bu^2 .
\end{equation}
The noise changes $K(u)$ by at most $\delta F/u$ and $K(2u)$ by at most $\delta F/(2u)$. Their sum, divided by $3u^2$, limits the noise error of $b$ to $\delta F/(2u^3)$. For the symmetric site with $u=0.05$\,\AA\ this is $0.001/(2\times0.05^3)=4.0$\,eV/\AA$^4$, and the estimate is $b=23.8\pm4.0$\,eV/\AA$^4$. An uncertainty of 17\,\% is harmless here, because $u_*$ contains the cube root of $b$: the resulting amplitude lies between 0.0262 and 0.0294\,\AA. By \eqref{eq:flat}, either end costs less than 1\,\% of the least error.

The same four forces also allow the quartic term to be eliminated. In the combination
\begin{equation}
\frac{4K(u)-K(2u)}{3}=k+\frac{4bu^2-4bu^2}{3}+\dots=k+\dots
\end{equation}
the noise contributes at most $\tfrac13\left(4+\tfrac12\right)\delta F/u=\tfrac32\,\delta F/u$. At $u=0.05$\,\AA\ the noise part of the frequency error is then at most $1.5\times0.111\,\%=0.17\,\%$. What remains of the anharmonicity is the $du^5$ term of the force, which enters as $(4-16)du^4/3=-4du^4$. With $d=11.8$\,eV/\AA$^6$ it changes the frequency by $2du^4/k$ in magnitude, about 0.002\,\%. For this model, four forces at larger amplitudes thus lower the bound from 0.30\,\% to about 0.17\,\%. The optimum \eqref{eq:ustar} is the best choice for one pair of forces at equal amplitudes $\pm u$, used without such a correction.

\section*{Numbers as computed}
\begin{verbatim}
SYMMETRIC SITE
Morse depth D = 1.0 eV, a = 1.5 1/Angstrom, mass = 20 u
force noise dF = 1.0 meV/Angstrom
k = 9.000 eV/Angstrom^2
b = 23.625 eV/Angstrom^4
harmonic frequency = 10.487 THz = 349.8 cm^-1
u (Angstrom), noise %, anharmonic %, sum %, full worst case %
  0.005  1.1111  0.0033  1.1144  1.1140
  0.010  0.5556  0.0131  0.5687  0.5671
  0.020  0.2778  0.0525  0.3303  0.3297
  0.030  0.1852  0.1181  0.3033  0.3029
  0.050  0.1111  0.3281  0.4392  0.4387
  0.100  0.0556  1.3125  1.3681  1.3653
optimal u: formula 0.02766, numerical 0.02765 Angstrom
least error: formula 0.3013 %, numerical 0.3009 %
noise part at optimum = 0.2008 %
anharmonic part at optimum = 0.1004 %
least error in frequency = 0.0316 THz = 1.05 cm^-1
restoring force at optimum = 249.4 meV/Angstrom
error ratio at twice the optimal u = 1.666
error ratio at half the optimal u = 1.416
noise 0.1 meV/Angstrom: optimal u = 0.01284 Angstrom, error = 0.0649 %
reduction factors: u 2.154, error 4.637
random noise, sampled: optimal u = 0.0277 Angstrom, rms error = 0.174 %
random noise, formula: rms error = 0.174 %
constant offset dF at u = 0.01 Angstrom: pair 0.0000 %, single -0.5570 %
forces scaled by 1.01, u = 0.01 Angstrom: shift 0.4988 %
forces scaled by 1.01, u = 0.05 Angstrom: shift 0.4988 %
b from u = 0.05 and 0.10 Angstrom: 23.77 +/- 4.00 eV/Angstrom^4
resulting optimal u between 0.0262 and 0.0294 Angstrom
UNEQUAL SPRINGS
a1 = 1.5, a2 = 1.0 1/Angstrom; k = 6.500 eV/Angstrom^2
c = -7.125 eV/Angstrom^3, b = 14.146 eV/Angstrom^4
single, formula: u = 0.01185 Angstrom, error = 1.299 %
single, numerical: u = 0.01214 Angstrom, error = 1.291 %
pair, formula: u = 0.03282 Angstrom, error = 0.352 %
pair, numerical: u = 0.03281 Angstrom, error = 0.351 %
\end{verbatim}
